\section*{Lévy Energy Loss and Its Quadratic Peak in Thin Layers, part 1}

(Sections cited here and not found follow in the second part.)

\section{The loss density and its quadratic peak}

\subsection{Result and assumptions}

An ion crosses a layer of thickness $x$ containing $N$ atoms per unit volume. In each collision it transfers an energy $T$ to a target atom, with the differential cross section
\begin{equation}
d\sigma=C\,T^{-3/2}\,dT,\qquad 0<T<\infty .
\label{eq:cross}
\end{equation}
The summed energy loss $\Delta$ then has the probability density
\begin{equation}
f(\Delta)=\frac{a}{\Delta^{3/2}}
\exp\!\left(-\frac{\pi a^2}{\Delta}\right),
\qquad a=NxC,\quad \Delta>0,
\label{eq:levy}
\end{equation}
which is the one-sided L\'evy density. Its single maximum lies at
\begin{equation}
\Delta_p=\frac{2\pi}{3}a^2=\frac{2\pi}{3}(NC)^2x^2 .
\label{eq:peak}
\end{equation}
The most probable loss grows as the square of the thickness, and the mean loss is infinite.

Four assumptions enter. The atoms are placed at random, so that collisions are independent. The strength $C$, which for a real ion depends on its energy, keeps its initial value through the layer; the relative energy loss must therefore be small. The path is straight, so its length is $x$. Finally, $\Delta$ counts energy given to recoiling atoms and leaves out the energy given to electrons.

Since $d\sigma$ is an area, $C$ has the unit of area times the square root of energy. Hence $a$ has the unit of the square root of energy, and $a^2$ is an energy. Other energies could be formed from $N$, $x$ and $C$ separately, such as $(CN^{2/3})^2$. For independent collisions, however, the loss depends only on the mean numbers of recoils $Nx\,d\sigma$, so these quantities enter only through the product $a$. Any characteristic loss must therefore be a number times $a^2$, and $a$ is proportional to $x$. This already fixes the power of $x$ in Eq.~\eqref{eq:peak}; the calculation below supplies the density and the factor $2\pi/3$.

\subsection{From collisions to a Laplace transform}

The mean number of recoils with energy between $T$ and $T+dT$ is
\begin{equation}
\nu(T)\,dT=Nx\,d\sigma=a\,T^{-3/2}\,dT .
\label{eq:nu}
\end{equation}
The total number diverges at small $T$. We therefore first count recoils above a small energy $\delta$. Their mean number is finite:
\begin{equation}
\mu_\delta=\int_\delta^\infty aT^{-3/2}\,dT
=\left[-2aT^{-1/2}\right]_\delta^\infty=\frac{2a}{\sqrt\delta}.
\label{eq:number}
\end{equation}

Let $P_n(x)$ be the probability of $n$ such recoils in thickness $x$, and write $\mu_\delta=rx$, where $r$ is their mean number per unit length. In an additional thickness $dx$ one recoil occurs with probability $r\,dx$, and two occur with a probability of order $dx^2$. Thus
\begin{equation}
\frac{dP_n}{dx}=r(P_{n-1}-P_n),\qquad P_{-1}=0,\quad P_n(0)=\delta_{n0}.
\end{equation}
The solution is $P_n=e^{-rx}(rx)^n/n!$. Indeed, differentiation of the power gives $rP_{n-1}$, and differentiation of the exponential gives $-rP_n$.

Each of the $n$ recoil energies is drawn independently from the normalized density $\nu(T)/\mu_\delta$. For a sum of independent energies the average of $e^{-s\Delta}$ is the product of the separate averages. With $s>0$ and $\Delta_\delta$ the loss from recoils above $\delta$,
\begin{align}
\left\langle e^{-s\Delta_\delta}\right\rangle
&=\sum_{n=0}^\infty e^{-\mu_\delta}\frac{\mu_\delta^n}{n!}
\left[\frac{1}{\mu_\delta}\int_\delta^\infty
\nu(T)e^{-sT}dT\right]^n \nonumber\\
&=\exp\!\left[-\mu_\delta+\int_\delta^\infty\nu(T)e^{-sT}dT\right]
\nonumber\\
&=\exp\!\left[-\int_\delta^\infty
\left(1-e^{-sT}\right)\nu(T)\,dT\right].
\label{eq:compound}
\end{align}
The last line uses $\mu_\delta=\int_\delta^\infty\nu\,dT$.

The omitted recoils are very numerous, but their mean summed energy is
\begin{equation}
\int_0^\delta T\nu(T)\,dT=a\int_0^\delta T^{-1/2}dT=2a\sqrt\delta ,
\label{eq:soft}
\end{equation}
which vanishes with $\delta$. The limit $\delta\to0$ therefore gives a finite loss, whose Laplace transform is
\begin{equation}
F(s)=\int_0^\infty f(\Delta)e^{-s\Delta}d\Delta=e^{-K(s)},
\quad
K(s)=a\int_0^\infty\frac{1-e^{-sT}}{T^{3/2}}dT .
\label{eq:K}
\end{equation}
At small $T$ the integrand behaves as $sT^{-1/2}$, and at large $T$ as $T^{-3/2}$. Both ends converge.

To evaluate $K$, integrate by parts with $-2T^{-1/2}$ as the integral of $T^{-3/2}$:
\begin{equation}
K=a\left[-\frac{2(1-e^{-sT})}{\sqrt T}\right]_0^\infty
+2as\int_0^\infty\frac{e^{-sT}}{\sqrt T}\,dT .
\end{equation}
The bracket vanishes at infinity because of the denominator. It vanishes at zero because its numerator is proportional to $T$. In the remaining integral put $T=u^2$, so that $dT/\sqrt T=2\,du$:
\begin{equation}
K=4as\int_0^\infty e^{-su^2}du
=4as\,\frac12\sqrt{\frac{\pi}{s}}=2a\sqrt{\pi s}.
\label{eq:Kresult}
\end{equation}
Hence
\begin{equation}
F(s)=\exp\!\left(-2a\sqrt{\pi s}\right).
\label{eq:F}
\end{equation}

\subsection{Inversion}

A differential equation for $F$ leads to the form of the density. Set $b=2a\sqrt\pi$, so that $F=e^{-b\sqrt s}$. Then
\begin{equation}
F'=-\frac{b}{2\sqrt s}F,\qquad
F''=\left(\frac{b}{4s^{3/2}}+\frac{b^2}{4s}\right)F .
\end{equation}
In the combination $sF''+F'/2$ the terms proportional to $s^{-1/2}$ cancel:
\begin{equation}
sF''+\frac12F'=\frac{b^2}{4}F=\pi a^2F .
\label{eq:ode}
\end{equation}
Each derivative with respect to $s$ multiplies the density by $-\Delta$. Thus $F'$ is the transform of $-\Delta f$, and $F''$ that of $\Delta^2f$. Multiplication by $s$ corresponds to a derivative with respect to $\Delta$, provided that $\Delta^2f$ vanishes at $\Delta=0$. Equation~\eqref{eq:ode} becomes
\begin{equation}
\frac{d}{d\Delta}\left(\Delta^2f\right)-\frac12\Delta f=\pi a^2f .
\end{equation}
Expansion of the derivative gives $\Delta^2f'+2\Delta f$. After division by $\Delta^2f$,
\begin{equation}
\frac{f'}{f}=\frac{\pi a^2}{\Delta^2}-\frac{3}{2\Delta}.
\label{eq:slope}
\end{equation}
Integration yields $f=A\Delta^{-3/2}\exp(-\pi a^2/\Delta)$ with a constant $A$. This function does satisfy the boundary condition at zero.

The constant and the transform follow from one integral. Take $A=a$ and put $\Delta=v^{-2}$. Then $\Delta^{-3/2}=v^3$ and $d\Delta=-2v^{-3}dv$. The minus sign is absorbed by reversing the limits:
\begin{equation}
I(s)=\int_0^\infty f(\Delta)e^{-s\Delta}d\Delta
=2a\int_0^\infty
\exp\!\left(-\pi a^2v^2-\frac{s}{v^2}\right)dv .
\end{equation}
With $\alpha=a\sqrt\pi$ and $\beta=\sqrt s$, completion of the square gives
\begin{equation}
\alpha^2v^2+\frac{\beta^2}{v^2}
=\left(\alpha v-\frac{\beta}{v}\right)^2+2\alpha\beta .
\end{equation}
It remains to find
\begin{equation}
J=\int_0^\infty
\exp\!\left[-\left(\alpha v-\frac{\beta}{v}\right)^2\right]dv .
\end{equation}
The substitution $v=\beta/(\alpha w)$ exchanges the two terms in the inner bracket, and the square is unchanged. Since $|dv|=\beta\,dw/(\alpha w^2)$, the same $J$ is obtained with the additional factor $\beta/(\alpha w^2)$ in the integrand. Rename $w$ as $v$ and add the two expressions:
\begin{equation}
2J=\int_0^\infty\left(1+\frac{\beta}{\alpha v^2}\right)
\exp\!\left[-\left(\alpha v-\frac{\beta}{v}\right)^2\right]dv .
\end{equation}
Now let $y=\alpha v-\beta/v$. Then $dy=(\alpha+\beta/v^2)dv$, and $y$ runs from $-\infty$ to $\infty$. Therefore
\begin{equation}
2J=\frac1\alpha\int_{-\infty}^{\infty}e^{-y^2}dy
=\frac{\sqrt\pi}{\alpha}=\frac1a,
\qquad J=\frac{1}{2a}.
\end{equation}
It follows that $I(s)=2aJe^{-2\alpha\beta}=\exp(-2a\sqrt{\pi s})$, in agreement with Eq.~\eqref{eq:F}. The limit $s\to0$ gives unit normalization. A Laplace transform determines its density uniquely, which proves Eq.~\eqref{eq:levy}.

\subsection{Peak, distribution and tail}

Equation~\eqref{eq:slope} vanishes when $\pi a^2/\Delta=3/2$, which is Eq.~\eqref{eq:peak}. The slope is positive below this loss and negative above it, so there is one maximum.

The probability of a loss below $D$ follows from the same substitution $\Delta=v^{-2}$ and then $z=a\sqrt\pi\,v$:
\begin{align}
P(\Delta<D)&=2a\int_{1/\sqrt D}^\infty e^{-\pi a^2v^2}dv\nonumber\\
&=\frac{2}{\sqrt\pi}\int_{a\sqrt{\pi/D}}^\infty e^{-z^2}dz
=\operatorname{erfc}\!\left(a\sqrt{\frac{\pi}{D}}\right).
\label{eq:cdf}
\end{align}
At the peak the argument is $\sqrt{3/2}$. The fraction of ions below the peak is thus $\operatorname{erfc}\sqrt{3/2}=0.083$ for every thickness. The most probable loss is not a typical one: about eleven ions in twelve lose more.

The physical meaning of the peak is seen by counting hard recoils. By Eq.~\eqref{eq:number}, the mean number of single recoils above $\Delta_p$ is
\begin{equation}
\frac{2a}{\sqrt{\Delta_p}}
=2\sqrt{\frac{3}{2\pi}}=\sqrt{\frac6\pi}\simeq1.38 .
\end{equation}
An ion whose loss is at or below the peak has had no such recoil, since a single one would exceed its whole loss. The probability of this escape is $e^{-1.38}\simeq0.25$, again independent of thickness. In a thicker layer an ion meets more recoils of every energy. The energy above which a quarter of the ions escape all recoils is therefore higher. Since the number above $T$ is proportional to $x/\sqrt T$, that energy must rise as $x^2$ to keep the number fixed.

The whole distribution scales in this way. The transform of the density of $\Delta/x^2$ is obtained by replacing $s$ with $s/x^2$:
\begin{equation}
F\!\left(\frac{s}{x^2}\right)
=\exp\!\left(-2NCx\sqrt{\frac{\pi s}{x^2}}\right)
=\exp\!\left(-2NC\sqrt{\pi s}\right).
\end{equation}
No thickness remains. The median and the width at half height consequently grow as $x^2$ as well, and their ratios to the peak are fixed.

For $\Delta\gg\pi a^2$ the exponential in Eq.~\eqref{eq:levy} tends to one, and
\begin{equation}
f(\Delta)\simeq a\Delta^{-3/2}=\nu(\Delta).
\label{eq:tail}
\end{equation}
This is the density for one recoil of energy $\Delta$: a very large loss comes from a single hard collision. The mean diverges because
\begin{equation}
\int^{D}\Delta f(\Delta)\,d\Delta\sim
a\int^{D}\Delta^{-1/2}d\Delta\sim2a\sqrt D
\end{equation}
grows without bound. The peak and the mean thus answer different questions. The mean is set by rare hard recoils and the peak by their absence.

\subsection{Other recoil powers}

The square is tied to the power $-3/2$. For $d\sigma=C_mT^{-1-m}dT$ with $0<m<1$, put $T=u/s$ in the exponent:
\begin{equation}
K_m(s)=NxC_m\,s^m\int_0^\infty\frac{1-e^{-u}}{u^{1+m}}\,du .
\label{eq:general}
\end{equation}
The factor in front comes from $T^{-1-m}dT=s^{m}u^{-1-m}du$. The integral converges at zero because $m<1$ and at infinity because $m>0$. Now $x$ and $s$ occur only as $xs^m=(x^{1/m}s)^m$. All characteristic losses, the most probable one included, are proportional to $x^{1/m}$. For $m=1/2$ this is $x^2$; for $m=1/3$, where soft recoils are relatively less frequent, it is $x^3$.

\section{Finite recoils and arsenic in silicon}

\subsection{What is carried over}

The loss $\Delta$ is the sum of independent recoil energies $T$ in a layer of thickness $x$ and atomic density $N$. Recoils occur with mean number $\nu(T)dT=aT^{-3/2}dT$, where $a=NxC$ and $C$ is the strength of the cross section. The density is $f(\Delta)=a\Delta^{-3/2}\exp(-\pi a^2/\Delta)$, its peak is $\Delta_p=2\pi a^2/3$, and the mean number of recoils above $T$ is $2a/\sqrt T$. A cross section proportional to $T^{-1-m}$ gives a peak proportional to $x^{1/m}$.

For a cross section proportional to $T^{-3/2}$ with no largest recoil energy, the loss follows the one-sided L\'evy density, and its peak grows as the square of the thickness. It remains to limit the recoil energy and to test the result for arsenic in silicon, including screening, electronic loss, slowing and deflection.
